The linear electro-optic effect of a polarised centrosymmetric-parent ferroelectric, part 2

A ferroelectric film beside a silicon waveguide can serve as a fast phase modulator. The question is how large its linear electro-optic coefficient r is, and which measurable properties of the crystal fix it. The cubic parent has a centre of inversion, which forbids a linear effect, so the effect must come from the spontaneous polarisation.

Repeated indices are summed from 1 to 3. The pairs 11, 22, 33, 23, 13 and 12 are numbered 1 to 6, with x4 = 2 x23 and g44 = 2 g2323. The optical impermeability η is the inverse of the relative permittivity matrix for light, with parent value η0. P is the slow polarisation in C/m², Ps its value at zero field, and E the slow field inside the ferroelectric. The coefficient r, in m/V, is defined by Δη_ij = r_ijm E_m.

The strain x is measured from the cubic parent. The quadratic polarisation-optic coefficient is g, in m⁴/C², p is the elasto-optic tensor, and C is the stiffness at fixed polarisation. QPP is the column of electrostrictive strains, and f(P) is the energy function of the stress-free crystal. Superscript T means zero stress; S means fixed strain, here the spontaneous strain x_s = Q Ps Ps. The starting equations are

η_ij = η0 δ_ij + g^S_ijkl P_k P_l + p_ijkl x_kl.    (1)

F = f(P) + ½ (x − QPP)·C·(x − QPP) − E·P.    (2)

The differential susceptibility χ at Ps is defined by

δP_l = ε0 χ_lm E_m.    (4)

With f_km the second derivatives of f at Ps, equal to (1/ε0) (χ^T)⁻¹, and B_αk = ∂(QPP)_α/∂P_k at Ps, the results are

(1/ε0) (χ^S)⁻¹_km = f_km + Σ_αβ B_αk C_αβ B_βm.    (6)

r^S_ijm = 2 g^S_ijkl Ps_k ε0 χ^S_lm.    (7)

g^T_ijkl = g^S_ijkl + p_ijmn Q_mnkl.    (8)

r^T_ijm = 2 g^T_ijkl Ps_k ε0 χ^T_lm.    (9)

## Tetragonal coefficients and a modulator on silicon

The symbols carried over are these. The optical impermeability η has the parent value η0. The slow polarisation P has the spontaneous value Ps, and E is the slow field in the ferroelectric. The quadratic polarisation-optic, elasto-optic and electrostriction coefficients are g, p and Q, and C is the elastic stiffness. Superscripts S and T denote fixed strain and zero stress. For either condition,

r_ijm = 2 g_ijkl Ps_k ε0 χ_lm,    g^T = g^S + pQ,

where χ is the differential susceptibility at Ps. Clamping adds the elastic term BCB of equation (6) to the stiffness 1/(ε0χ).

Barium titanate near room temperature is tetragonal. Let Ps lie along axis 3. The susceptibility is then diagonal, with χ11 = χ22. In the sum for r only k = 3 contributes:

r33 = 2 g11 Ps ε0 χ33,

r13 = r23 = 2 g12 Ps ε0 χ33,

r42 = 2 g2332 Ps ε0 χ11 = g44 Ps ε0 χ11.    (10)

The first index of r is now the abbreviated pair. The factor of two seems to be missing from r42, but it is contained in g44 = 2g2323. By symmetry r51 = r42, and the other elements vanish. The coefficient r42 describes a field across Ps, which turns the polarisation slightly and with it the principal optical axes. It benefits from χ11, which is large when the polarisation turns more easily than it stretches.

The parameters of the example are rough, rounded values for a film like barium titanate: Ps = 25 µC/cm², which is 0.25 C/m², and free susceptibilities χ33^T = 150 and χ11^T = 3000. The optical constants are g11^S = 0.12, g12^S = 0.02 and g44^S = 0.12 m⁴/C², with p11 = 0.5, p12 = 0.1, p44 = 0.5 and a parent index of 2.30. The mechanical constants are Q11 = 0.11, Q12 = −0.04 and Q44 = 0.06 m⁴/C², with stiffnesses c11 = 200, c12 = 110 and c44 = 100 GPa.

The clamped susceptibilities come first. The electrostrictive strains are Q11P3² + Q12(P1² + P2²) along axis 3, the corresponding expressions along axes 1 and 2, and x4 = Q44P2P3 for the shear. Differentiating at Ps, a change of P3 produces normal strains at the rates 2Q12Ps, 2Q12Ps and 2Q11Ps, while a change of P2 produces only the shear x4, at the rate Q44Ps. Equation (6) therefore becomes

1/(ε0χ33^S) = 1/(ε0χ33^T) + 4Ps² [c11(Q11² + 2Q12²) + 2c12(Q12² + 2Q11Q12)],

1/(ε0χ11^S) = 1/(ε0χ11^T) + c44 Q44² Ps².

In units of 10⁷ m/F the first line reads 75.3 + 36.9 = 112.2, and the second 3.76 + 2.25 = 6.01. The results are χ33^S = 100.7 and χ11^S = 1878.

The free optical coefficients follow from equation (8), written in the abbreviated notation:

g11^T = g11^S + p11Q11 + 2p12Q12 = 0.12 + 0.055 − 0.008 = 0.167,

g12^T = g12^S + p11Q12 + p12(Q11 + Q12) = 0.02 − 0.020 + 0.007 = 0.007,

g44^T = g44^S + p44Q44 = 0.12 + 0.03 = 0.15,

all in m⁴/C². Equation (10) then gives, for the clamped crystal,

r33^S = 2 × 0.12 × 0.25 × 8.854×10⁻¹² × 100.7 m/V = 53 pm/V,

r42^S = 0.12 × 0.25 × 8.854×10⁻¹² × 1878 m/V = 499 pm/V,

and r13^S = 8.9 pm/V. The free values are r33^T = 111, r42^T = 996 and r13^T = 4.6 pm/V. Release of the strain doubles r42, mostly through the susceptibility. It lowers r13 although χ33 rises, because the elasto-optic contribution, −0.013 m⁴/C², cancels about two thirds of g12^S.

These values were tested against a calculation that does not use the product formula. The energy (2) was minimised numerically in small fields of both signs, and η from equation (1) was differentiated with respect to the field. The function f was

f = ½a(P1² + P2² + P3²) + ¼b11(P1⁴ + P2⁴ + P3⁴) + ½b12(P1²P2² + P2²P3² + P3²P1²).

At Ps its second derivatives are 2b11Ps² along axis 3 and a + b12Ps² = (b12 − b11)Ps² across it. The chosen Ps and free susceptibilities thus fix a, b11 and b12. All the coefficients above were reproduced to the printed digits, for example 498.8 pm/V for r42^S. Reversing the domain gave −498.8 pm/V, as a factor linear in Ps requires. Changing the sign of a, which makes the unpolarised parent stable, removed the linear effect. A further test set b12 = 0.3b11, for which the polarisation lies along a cube diagonal and χ is no longer diagonal in the cube axes. There too the numerical coefficients agreed with the full tensor formula, within one part in 10⁵ of the largest.

The same constants fix the birefringence at zero voltage. The spontaneous strain is present whether or not the crystal is later clamped, so the free g applies:

η33 − η11 = (g11^T − g12^T) Ps² = 0.160 × 0.0625 = 0.0100.

Taking the inverse square roots of the two components gives n_a = 2.297 and n_c = 2.239, a birefringence n_c − n_a = −0.058.

For the modulator, let the film plane contain axes 2 and 3, and let the slow field and the optical displacement both point along

e = (0, 1, 1)/√2.

The light travels along k = (0, 1, −1)/√2, in the film plane and perpendicular to e. For a plane wave of index n, Maxwell's equations give D = ε0n²[E − k(k·E)], where E is here the optical field. Since ε0E = ηD, the part of ηD perpendicular to k equals D/n². The transverse directions are e and axis 1. The slow field has no component along axis 1, so P1 = 0 and η has no element connecting these two directions. The wave with D along e is therefore a mode, and its index obeys

1/n² = e_i η_ij e_j.

At zero field this gives n = 2.268. With the slow field E e, the change is

e_i e_j r_ijm e_m E = r_eff E.

Each component of e contributes 1/√2, three of them give 1/(2√2), and the non-zero terms in the sum are r23 = r13, r33, and r42 twice, for the orders 23 and 32. Hence

r_eff = (r13 + r33 + 2 r42)/(2√2) = (8.9 + 53.5 + 997.6)/2.828 pm/V = 375 pm/V.

The clamped coefficients are used here. They apply to a drive that is too fast for the film to deform, yet slow compared with the response of the lattice polarisation. Differentiating n = (1/n²)^(−1/2) gives

Δn = −½ n³ r_eff E.

A drive of 1 V across an electrode gap d = 3 µm makes E = 0.0033 MV/cm, if the field is taken as uniform. Then Δn = −7.3×10⁻⁴ in the film.

The guided mode feels part of this change. Let Γ be the ratio of the mode's index change to the film's change at the field V/d. It accounts both for the light outside the film and for any reduction of the field inside it, and Γ = 0.3 is assumed. A phase shift of π over length L at wavelength λ requires 2πΓ|Δn|L/λ = π. Inserting Δn and E = V/d gives

VπL = λd/(n³ r_eff Γ).

With λ = 1550 nm the product is 0.355 V cm for one phase-shifter arm. An independent solution of the anisotropic wave equation, with the polarisation settled numerically at +0.5 V and −0.5 V, gave 0.3548 V cm against 0.3547 V cm from the formula. If two equal arms are driven with opposite signs, their relative phase is twice that of one arm, and the product is halved.

The linear formula has a finite range. At 1 V the field across Ps changes P2 by 0.39 µC/cm², or 1.6% of Ps. In the quartic model, and for a field whose component along axis 3 supports Ps, the full index change is smaller than the linear one by 0.8% at 1 V and by 13% at 10 V. A correction from the next order alone would grow tenfold between these voltages. The larger growth shows that still higher orders contribute at 10 V. These departures, including their sign, depend on the assumed form of f, because Ps and the susceptibilities do not fix its higher derivatives.

That drive also raises the question of switching. A rough coercive field for a film is 0.02 MV/cm. The 1 V drive is 0.17 of this, but a 10 V drive exceeds it. The 10 V figure therefore applies to the polarity whose component along axis 3 supports Ps; the opposite polarity could reverse the domain.

Real films often contain several domains. If a fraction v of the volume is polarised along −3 and the light averages over many domains, r is multiplied by (1 − v) − v = 1 − 2v, wall effects being neglected. A 10% minority reduces it to 0.8 of the single-domain value and raises VπL to 0.44 V cm. Equal fractions cancel. Domains polarised along +2 do no such harm in this geometry, because exchanging axes 2 and 3 leaves e unchanged, so their r_eff is the same.

The optical expansion (1) stops at the second power of P. Suppose that the quadratic term is multiplied by 1 + kP²/Ps², which is one of the forms that cubic symmetry allows at the next order. Along axis 3 the slope at Ps becomes

d/dP [g11P² + k g11P⁴/Ps²] = 2g11Ps (1 + 2k),

while for a small transverse P2 the factor is 1 + k. A 10% higher-order term thus changes r33 by 20% and r42 by 10%, with g and χ held fixed. The general rule is that r follows the slope of η against P at the polarised state. A g measured in the parent gives that slope if it refers to the same mechanical condition and if the quadratic law, with the same coefficient, still holds at Ps and at the temperature of interest. The rule also presumes that η depends on the total P alone. A real crystal has several polar modes, each with its own optical effect per unit of polarisation. Suppose that Ps lies in a soft mode with coefficient g and susceptibility χ1, and that a stiffer mode with susceptibility χ2 couples to it optically through a cross term 2g′P1P2, where P1 and P2 are here the polarisations of the two modes. Then r = 2Ps ε0(gχ1 + g′χ2), which differs from the product formula by the fraction (g′/g − 1)χ2/(χ1 + χ2). The single-coefficient form is therefore best where the soft mode dominates the susceptibility.

Equation (1) also omits the direct action of the slow field on the electrons at fixed ionic positions. Inversion allows such a term in proportion to the product of P and E. If the electronic polarisation had the same optical effect per unit of polarisation as the whole, its share would be (n² − 1)/χ^S, which is 4.1% for χ33 and 0.22% for χ11. The equality is an assumption, so these numbers set a scale and are not corrections to be applied.

Two mechanical details remain. In a free crystal a shear may be accompanied by a rotation, depending on the mounting. A rotation θ about axis 1 changes η23 by (η33 − η22)θ in magnitude. For θ = x4/2 this is (η33 − η22)/(2p44) = 1% of the elasto-optic effect of the same shear. In a continuous film on a rigid substrate, the shear x4 lies in the film plane and is held at every drive frequency. Since P2 couples linearly to that shear alone, the clamped r42 then applies even to a slow drive. A film etched into a narrow ridge can relax this shear in part, and its r42 would then lie between the clamped and free values.

Temperature enters through the lattice stiffness. If the parent obeys 1/χ = (T − T0)/C_W, with a rough Curie constant C_W = 1.5×10⁵ K, a change of 10 K shifts the bare stiffness by 10 K/(ε0C_W). This is 13% of the clamped transverse stiffness 1/(ε0χ11^S). It is not the change of r42 itself, because Ps and the spontaneous strain also vary with temperature and offset part of the shift. How large a part depends on the form of f; in the quartic model the offset slightly exceeds the whole shift. In barium titanate χ11 grows on cooling towards the orthorhombic phase, a trend that the quartic energy with constant b11 and b12 does not reproduce. That energy serves here as a local description of one state.

Set beside the real material, the assumed polarisation is close to that of bulk barium titanate at room temperature, and a stress-free r42 of roughly 1000 pm/V is of the right size for good crystals. Effective coefficients of films on silicon range roughly from one hundred to several hundred pm/V, and the 375 pm/V found here lies within that range. It assumes a single domain held exactly at its spontaneous strain. The 10% minority considered above would cost a fifth of the effect. A stress imposed by the substrate can matter more. At fixed polarisation, a stress of 0.1 GPa along axis 2 changes the transverse stiffness by 2Q11 × 0.1 GPa = 2.2×10⁷ m/F in magnitude, more than a third of its clamped value. The agreement with measured films is therefore one of order of magnitude only. The overlap Γ depends on the waveguide design, and VπL scales as 1/Γ when the other quantities are held fixed. The remaining figures are in the numerical output.

Table of computed values

```
input Ps: 25 uC/cm2
input free chi33: 150 (dimensionless)
input free chi11: 3000 (dimensionless)
input clamped g11, g12, g44: 0.12, 0.02, 0.12 m4/C2
input p11, p12, p44: 0.5, 0.1, 0.5 (dimensionless)
input Q11, Q12, Q44: 0.11, -0.04, 0.06 m4/C2
input c11, c12, c44: 200, 110, 100 GPa
input parent index: 2.3 (dimensionless)
clamped chi33: 100.7 (dimensionless)
clamped chi11: 1878 (dimensionless)
free g11, g12, g44: 0.1670, 0.0070, 0.1500 m4/C2
clamped r13, formula: 8.913 pm/V
clamped r13, energy minimum: 8.913 pm/V
free r13, formula: 4.648 pm/V
free r13, energy minimum: 4.648 pm/V
clamped r33, formula: 53.48 pm/V
clamped r33, energy minimum: 53.48 pm/V
free r33, formula: 110.9 pm/V
free r33, energy minimum: 110.9 pm/V
clamped r42, formula: 498.8 pm/V
clamped r42, energy minimum: 498.8 pm/V
free r42, formula: 996.1 pm/V
free r42, energy minimum: 996.1 pm/V
reversed-domain clamped r42: -498.8 pm/V
spontaneous index n_a, n_c: 2.2973, 2.2390 (dimensionless)
birefringence n_c - n_a: -0.0583 (dimensionless)
index for light at 45 degrees: 2.2676 (dimensionless)
input wavelength: 1550 nm
input electrode gap: 3 um
input drive: 1 V
input overlap factor: 0.3 (dimensionless)
drive field: 0.00333 MV/cm
clamped r_eff: 374.7 pm/V
linear index change in film at drive: -0.0007283 (dimensionless)
VpiL, formula: 0.3547 V cm
VpiL, wave equation: 0.3548 V cm
departure from linear index change at 1 V: -0.767 %
departure from linear index change at 10 V: -13.4 %
input minority domain fraction: 10 %
r42 factor with minority domains: 0.8 (dimensionless)
input next even optical term at Ps: 10 %
resulting change of r33: 20 %
resulting change of r42: 10 %
electronic share of clamped chi33: 4.1 %
electronic share of clamped chi11: 0.22 %
rotation effect / shear elasto-optic effect: 1 %
input rough Curie constant: 1.5e+05 K
10 K stiffness shift / clamped transverse stiffness: 13 %
input rough film coercive field: 0.02 MV/cm
drive field / coercive field: 0.17 (dimensionless)
```
